**Checks of the Bethe sum rule and a magnesium stopping example**

For $N$ electrons with local potentials, the generalised oscillator strengths $f_n(K)=(2m/\hbar^2K^2)(E_n-E_0)|\langle n|\sum_j e^{i\mathbf K\cdot\mathbf r_j}|0\rangle|^2$ sum to $N$. Here $\hbar K$ is the momentum transfer, $m$ the electron mass and $E_n$ the energies of the atom. The program asserts the double commutators for the local Hamiltonian and for nuclear recoil symbolically, for two electrons in three dimensions. It also asserts the sum for the ground state and an excited state of an interacting one-dimensional model, and the predicted change when a nonlocal potential is added. For magnesium in exchange-only local-density theory, it compares orbital energies with a Gaussian-basis calculation and asserts the sums by subshell and over empty final orbitals. The stopping prefactor is compared with a classical Coulomb-collision integral. The output shows a magnesium sum of 12.000 at all four tabulated momentum transfers. For a 10 keV beam and transfers from 50 to 100 nm$^{-1}$, the kinematic limit lowers the stopping by 5.4% relative to the sum-rule value.

## Verification by program

```python
"""Bethe sum rule: sum_n f_n(K) = N for N electrons with local potentials.
f_n(K) = (2 m / hbar^2 K^2) (E_n - E_0) |<n| sum_j exp(i K.r_j) |0>|^2.
K: momentum transfer / hbar; E_n: energies; N: electron number; m: electron mass.
Numerical work uses atomic units (hbar = m = e = 1) unless a name gives a unit.
Checks: symbolic commutators, an interacting two-electron model, and a magnesium
atom in exchange-only local-density theory, with an electron-beam stopping example.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import roots_jacobi, eval_legendre, spherical_jn
from pyscf import gto, dft

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
LIGHT_SPEED = 1 / const.fine_structure


# ---------- symbolic double commutators, two electrons in three dimensions ----------
def check_commutators():
    first = sp.symbols("x1 y1 z1", real=True)
    second = sp.symbols("x2 y2 z2", real=True)
    k = sp.symbols("kx ky kz", real=True)
    hbar, m, M = sp.symbols("hbar m M", positive=True)
    psi = sp.Function("psi")(*first, *second)
    potential = sp.Function("V")(*first, *second)

    def density_operator(sign):
        return sum(sp.Mul(*[sp.exp(sign * sp.I * a * b) for a, b in zip(k, pos)])
                   for pos in (first, second))

    rho, rho_dag = density_operator(1), density_operator(-1)

    def hamiltonian(f):
        laplacian = sum(sp.diff(f, c, 2) for c in first + second)
        return -hbar**2 / (2 * m) * laplacian + potential * f

    def recoil(f):
        total = 0
        for a, b in zip(first, second):
            g = sp.diff(f, a) + sp.diff(f, b)
            total += sp.diff(g, a) + sp.diff(g, b)
        return -hbar**2 / (2 * M) * total

    def double_commutator(op):
        def inner(f):
            return op(rho * f) - rho * op(f)
        return rho_dag * inner(psi) - inner(rho_dag * psi)

    k2 = sum(a**2 for a in k)
    assert sp.expand(double_commutator(hamiltonian) - 2 * hbar**2 * k2 / m * psi) == 0
    assert sp.expand(double_commutator(recoil)
                     - hbar**2 * k2 / M * rho_dag * rho * psi) == 0


check_commutators()
print("Symbolic local and recoil double commutators: verified")

# ---------- interacting two-electron model in one dimension ----------
n_grid, step = 45, 0.4
grid = (np.arange(n_grid) - n_grid // 2) * step
offset = np.arange(n_grid)[:, None] - np.arange(n_grid)
safe = np.where(offset == 0, 1, offset)
kinetic_1d = np.where(offset == 0, np.pi**2 / 6, (-1.0)**np.abs(offset) / safe**2) / step**2
well = -2 / np.sqrt(grid**2 + 1) - 0.5 * np.exp(-(grid - 1.5)**2)
repulsion = 1 / np.sqrt((grid[:, None] - grid)**2 + 1)
pair_i, pair_j = np.triu_indices(n_grid)
column = np.arange(len(pair_i))
symmetric = np.zeros((n_grid**2, len(pair_i)))
amplitude = np.where(pair_i == pair_j, 1.0, np.sqrt(0.5))
symmetric[pair_i * n_grid + pair_j, column] = amplitude
symmetric[pair_j * n_grid + pair_i, column] = amplitude


def solve_pair(nonlocal_part):
    one_body = kinetic_1d + np.diag(well) + nonlocal_part
    unit = np.eye(n_grid)
    h = np.kron(one_body, unit) + np.kron(unit, one_body)
    h[np.diag_indices(n_grid**2)] += repulsion.ravel()
    return eigh(symmetric.T @ (h @ symmetric))


def pair_sum(levels, states, initial, q):
    rho = np.exp(1j * q * grid[pair_i]) + np.exp(1j * q * grid[pair_j])
    f_amp = states.T @ (rho * states[:, initial])
    return 2 / q**2 * np.sum((levels - levels[initial]) * np.abs(f_amp)**2)


local_levels, local_states = solve_pair(np.zeros((n_grid, n_grid)))
projector = np.exp(-grid**2 / 2) * np.sqrt(step) / np.pi**0.25
nonlocal_strength = 0.5
kernel = nonlocal_strength * np.outer(projector, projector)
nl_levels, nl_states = solve_pair(kernel)
pair_wave = (symmetric @ nl_states[:, 0]).reshape(n_grid, n_grid)
density_matrix = 2 * pair_wave @ pair_wave.T
print(f"1D model: nonlocal strength = {nonlocal_strength:.2f} hartree")
print("1D model: q [1/bohr], ground sum, excited sum, nonlocal sum, predicted nonlocal")
for q in (0.5, 1.0, 2.0):
    ground = pair_sum(local_levels, local_states, 0, q)
    excited = pair_sum(local_levels, local_states, 1, q)
    changed = pair_sum(nl_levels, nl_states, 0, q)
    shift = -2 / q**2 * np.sum(density_matrix * kernel
                               * (1 - np.cos(q * (grid[:, None] - grid))))
    print(f"  {q:.1f}  {ground:.5f}  {excited:.5f}  {changed:.5f}  {2 + shift:.5f}")
    assert abs(ground - 2) < 1e-3 and abs(excited - 2) < 3e-3
    assert abs(changed - 2 - shift) < 1e-3 and abs(shift) > 1e-2

# ---------- magnesium: radial collocation on a mapped Legendre-Lobatto grid ----------
Z = 12
order, map_scale, r_max = 280, 3.0, 30.0
x = roots_jacobi(order - 1, 1, 1)[0]
legendre = eval_legendre(order, x)
alpha = 2 * map_scale / r_max
r = map_scale * (1 + x) / (1 - x + alpha)
jacobian = map_scale * (2 + alpha) / (1 - x + alpha)**2
weight = 2 / (order * (order + 1) * legendre**2) * jacobian
root_weight = np.sqrt(weight)
dx = x[:, None] - x
np.fill_diagonal(dx, 1.0)
sign = np.sign(legendre)
radial_kinetic = np.outer(sign / jacobian, sign / jacobian) / dx**2
np.fill_diagonal(radial_kinetic, order * (order + 1) / (6 * (1 - x**2) * jacobian**2))


def radial_states(l, potential, count=None):
    h = radial_kinetic + np.diag(potential + l * (l + 1) / (2 * r**2))
    return eigh(h, subset_by_index=None if count is None else [0, count - 1])


potential = -(1 + (Z - 1) * np.exp(-1.5 * r)) / r
for iteration in range(120):
    s_energy, s_state = radial_states(0, potential, 3)
    p_energy, p_state = radial_states(1, potential, 1)
    shell_density = (2 * np.sum(s_state**2, axis=1) + 6 * p_state[:, 0]**2) / weight
    hartree_r = np.linalg.solve(radial_kinetic, root_weight * shell_density / (2 * r))
    hartree = hartree_r / root_weight / r + Z / r_max
    exchange = -(3 * shell_density / (4 * np.pi * r**2) / np.pi)**(1 / 3)
    updated = -Z / r + hartree + exchange
    change = np.max(np.abs(r * (updated - potential)))
    if change < 1e-7:
        break
    potential = 0.6 * potential + 0.4 * updated
assert change < 1e-7

orbitals = [("1s", 0, 2, s_energy[0], s_state[:, 0]),
            ("2s", 0, 2, s_energy[1], s_state[:, 1]),
            ("2p", 1, 6, p_energy[0], p_state[:, 0]),
            ("3s", 0, 2, s_energy[2], s_state[:, 2])]

# independent Gaussian-basis calculation of the same local-density atom
basis = [[0, [0.02 * 2.2**i, 1.0]] for i in range(20)]
basis += [[1, [0.04 * 2.2**i, 1.0]] for i in range(13)]
molecule = gto.M(atom="Mg 0 0 0", basis={"Mg": basis}, verbose=0)
mean_field = dft.RKS(molecule)
mean_field.xc = "lda,"
mean_field.kernel()
assert mean_field.converged
gaussian_energy = np.sort(mean_field.mo_energy)[[0, 1, 2, 5]]
print("Mg orbital energies [eV]: radial grid, Gaussian basis")
for orbital, other in zip(orbitals, gaussian_energy):
    print(f"  {orbital[0]}  {orbital[3]*HARTREE_EV:.3f}  {other*HARTREE_EV:.3f}")
    assert abs(orbital[3] - other) < 2e-3

# ---------- explicit transition sums for magnesium ----------
beam_ev = 10000.0
beam_energy = beam_ev / HARTREE_EV
speed = np.sqrt(2 * beam_energy)
table_k_nm = np.array([5.0, 20.0, 50.0, 100.0])
k_low, k_high = table_k_nm[2:] * BOHR_NM
nodes, node_weights = np.polynomial.legendre.leggauss(6)
log_width = np.log(k_high / k_low)
window_k = k_low * np.exp(log_width * (nodes + 1) / 2)
all_k = np.concatenate([table_k_nm * BOHR_NM, window_k])
reach = all_k * speed - all_k**2 / 2

shape = (len(orbitals), len(all_k))
closure, energy_all = np.zeros(shape), np.zeros(shape)
energy_empty, energy_reached = np.zeros(shape), np.zeros(shape)
filled_count = {0: 3, 1: 1}
for l_final in range(91):
    level, state = radial_states(l_final, potential)
    empty = np.arange(len(level)) >= filled_count.get(l_final, 0)
    bessel = {lam: spherical_jn(lam, all_k[:, None] * r)
              for lam in range(max(0, l_final - 1), l_final + 2)}
    for index, (name, l, occupation, energy, vector) in enumerate(orbitals):
        if l == 0:
            channels = [(l_final, 2 * l_final + 1)]
        else:
            channels = [(lam, max(lam, l_final))
                        for lam in (l_final - 1, l_final + 1) if lam >= 0]
        for lam, angular in channels:
            probability = occupation * angular * ((bessel[lam] * vector) @ state)**2
            transfer = level - energy
            weighted = probability * transfer
            closure[index] += probability.sum(axis=1)
            energy_all[index] += weighted.sum(axis=1)
            energy_empty[index] += weighted[:, empty].sum(axis=1)
            allowed = empty & (transfer <= reach[:, None])
            energy_reached[index] += np.sum(weighted * allowed, axis=1)

strength_all = 2 * energy_all / all_k**2
strength_empty = 2 * energy_empty / all_k**2
strength_reached = 2 * energy_reached / all_k**2
occupations = np.array([orbital[2] for orbital in orbitals])
assert np.max(np.abs(closure / occupations[:, None] - 1)) < 1e-3
assert np.max(np.abs(strength_all / occupations[:, None] - 1)) < 2e-3
assert np.max(np.abs(strength_empty.sum(axis=0) - Z)) < 5e-3

print("Mg: K [1/nm], free recoil energy [eV], full sum, sum reachable by beam")
for i, k_nm in enumerate(table_k_nm):
    print(f"  {k_nm:.0f}  {all_k[i]**2/2*HARTREE_EV:.3f}  "
          f"{strength_all[:, i].sum():.5f}  {strength_reached[:, i].sum():.3f}")
print("Mg at K = 20 1/nm: subshell, all finals, empty finals only")
for i, orbital in enumerate(orbitals):
    print(f"  {orbital[0]}  {strength_all[i, 1]:.4f}  {strength_empty[i, 1]:.4f}")
print(f"  total over empty finals = {strength_empty[:, 1].sum():.4f}")

# ---------- energy loss in a momentum window ----------
# Classical Coulomb collisions of a heavy unit charge with a free electron at rest
# give the prefactor by impact-parameter integration.
def impact_parameter(k):
    return np.sqrt((2 * speed / k)**2 - 1) / speed**2


classical = quad(lambda b: 2 * np.pi * b * 2 * speed**2 / (1 + (b * speed**2)**2),
                 impact_parameter(k_high), impact_parameter(k_low))[0]
sum_rule_loss = 4 * np.pi * Z / speed**2 * log_width
assert abs(Z * classical / sum_rule_loss - 1) < 1e-8


def window_loss(energy_weighted):
    integrand = 8 * np.pi * energy_weighted[:, 4:].sum(axis=0) / (speed * window_k)**2
    return log_width / 2 * np.sum(node_weights * integrand)


explicit_loss = window_loss(energy_empty)
reached_loss = window_loss(energy_reached)
assert abs(explicit_loss / sum_rule_loss - 1) < 1e-3
assert reached_loss <= explicit_loss

pressure_torr, gas_kelvin, path_cm = 0.1, 780.0, 5.0
density_m3 = pressure_torr * const.torr / (const.k * gas_kelvin)
to_ev_nm2 = HARTREE_EV * BOHR_NM**2
to_loss_ev = to_ev_nm2 * 1e-18 * density_m3 * path_cm * 1e-2
print(f"Beam energy = {beam_ev:.0f} eV; speed = {speed:.3f} atomic units")
print(f"Vapour: {pressure_torr:.1f} Torr, {gas_kelvin:.0f} K, path {path_cm:.1f} cm")
print(f"Vapour number density = {density_m3*1e-6:.3e} cm^-3")
print(f"Window: K = {table_k_nm[2]:.0f} to {table_k_nm[3]:.0f} 1/nm; log = {log_width:.4f}")
print(f"Window stopping cross section, sum rule = {sum_rule_loss*to_ev_nm2:.5f} eV nm^2")
print(f"Same, explicit transitions = {explicit_loss*to_ev_nm2:.5f} eV nm^2")
print(f"Same, with kinematic limit = {reached_loss*to_ev_nm2:.5f} eV nm^2")
print(f"Mean loss on path, sum rule = {sum_rule_loss*to_loss_ev:.4f} eV")
print(f"Mean loss on path, kinematic limit = {reached_loss*to_loss_ev:.4f} eV")
print(f"Reduction by kinematic limit = {100*(1-reached_loss/explicit_loss):.2f} %")

# ---------- sizes of neglected effects ----------
kinetic_total = sum(occ * (c @ radial_kinetic @ c + np.sum(c**2 * l * (l + 1) / (2 * r**2)))
                    for _, l, occ, _, c in orbitals)
gamma = 1 + beam_energy / LIGHT_SPEED**2
relativistic_v2 = LIGHT_SPEED**2 * (1 - 1 / gamma**2)
mg_mass_u = 24.305
recoil_bound = Z * const.m_e / (mg_mass_u * const.atomic_mass)
ridge = k_high**2 / 2
print(f"Bound electrons: mean p^2/(m c)^2 = {2*kinetic_total/Z/LIGHT_SPEED**2:.5f}")
print(f"Beam: rise of 1/v^2 from relativity = {100*(speed**2/relativistic_v2-1):.2f} %")
print(f"Nuclear recoil bound N m/M = {recoil_bound:.2e} (Mg mass {mg_mass_u:.3f} u)")
print(f"Beam exchange size E/(T-E) at K = 100 1/nm: {ridge/(beam_energy-ridge):.4f}")
print(f"Born parameters: 1/v = {1/speed:.4f}, Z/v = {Z/speed:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Symbolic local and recoil double commutators: verified
1D model: nonlocal strength = 0.50 hartree
1D model: q [1/bohr], ground sum, excited sum, nonlocal sum, predicted nonlocal
  0.5  2.00000  2.00000  1.09701  1.09701
  1.0  2.00000  2.00000  1.29450  1.29450
  2.0  2.00000  2.00000  1.66943  1.66943
Mg orbital energies [eV]: radial grid, Gaussian basis
  1s  -1248.921  -1248.916
  2s  -77.432  -77.432
  2p  -45.206  -45.206
  3s  -3.868  -3.868
Mg: K [1/nm], free recoil energy [eV], full sum, sum reachable by beam
  5  0.952  12.00000  8.030
  20  15.240  12.00000  10.084
  50  95.250  12.00000  11.024
  100  380.998  12.00000  11.602
Mg at K = 20 1/nm: subshell, all finals, empty finals only
  1s  2.0000  1.6115
  2s  2.0000  1.3703
  2p  6.0000  6.9650
  3s  2.0000  2.0532
  total over empty finals = 12.0000
Beam energy = 10000 eV; speed = 27.111 atomic units
Vapour: 0.1 Torr, 780 K, path 5.0 cm
Vapour number density = 1.238e+15 cm^-3
Window: K = 50 to 100 1/nm; log = 0.6931
Window stopping cross section, sum rule = 0.01084 eV nm^2
Same, explicit transitions = 0.01084 eV nm^2
Same, with kinematic limit = 0.01025 eV nm^2
Mean loss on path, sum rule = 0.6708 eV
Mean loss on path, kinematic limit = 0.6348 eV
Reduction by kinematic limit = 5.37 %
Bound electrons: mean p^2/(m c)^2 = 0.00176
Beam: rise of 1/v^2 from relativity = 2.94 %
Nuclear recoil bound N m/M = 2.71e-04 (Mg mass 24.305 u)
Beam exchange size E/(T-E) at K = 100 1/nm: 0.0396
Born parameters: 1/v = 0.0369, Z/v = 0.4426
ALL CHECKS PASSED
```
